# Depletion Screening of a Ferroelectric by a Doped Semiconductor Electrode

## Problem

A ferroelectric film lies on an n-type semiconductor with $N=10^{20}$ donors per cm³, all ionised, and relative permittivity $\varepsilon_r=300$. The polarization points away from the semiconductor, so negative bound charge faces it. The semiconductor answers with a positive charge $\sigma=10\ \mu\mathrm{C/cm^2}$ per area. This $\sigma$ is the charge the electrode actually supplies; any part of the polarization left unscreened has already been subtracted.

(a) Assume that mobile electrons are absent from a layer of width $W$ and neutralise the donors beyond it. Find $W$.

(b) Find the shape and the height of the band bending for a linear dielectric.

(c) At 300 K the layer has no sharp edge, and the permittivity falls in a strong field. By how much does each effect change the bending at fixed $\sigma$?

## Hints

1. Only the donors carry positive charge. Count how many are needed per area.
2. The field vanishes in the neutral bulk. Start Gauss's law there, and integrate twice.
3. For (c), do not solve for the profile. Multiply Gauss's law by the field and integrate from bulk to interface. The electron term becomes a pressure difference, because $dp=n\,d\mu$ at fixed temperature.

## Solution

**(a) Width.** Let $x$ run from the interface into the semiconductor. The charge density is $eN$ for $0<x<W$ and zero beyond, where $e>0$ is the elementary charge. The charge per area is therefore

$$eNW=\sigma\quad\Rightarrow\quad W=\frac{\sigma}{eN}.$$

The required charge is $\sigma/e=0.624$ elementary charges per nm², and the donor density is 0.1 per nm³. Hence

$$W=\frac{0.624\ \mathrm{nm^{-2}}}{0.1\ \mathrm{nm^{-3}}}=6.2\ \mathrm{nm}.$$

The permittivity does not enter: at fixed charge, the width is a matter of counting donors.

**(b) Band bending.** The field points from the positive donors towards the interface, along $-x$. Let $D$ and $E$ be the magnitudes of displacement and field. Since the $x$ component of the displacement is $-D$, Gauss's law reads $d(-D)/dx=eN$, or

$$\frac{dD}{dx}=-eN,\qquad D(W)=0\quad\Rightarrow\quad D(x)=eN(W-x).$$

At the interface $D(0)=eNW=\sigma$, as it must be.

The electrostatic potential falls along the field, so it is lowest at the interface. An electron has charge $-e$, so its energy is highest there and the bands bend upwards. Let $e\varphi(x)$ be this upward shift, with $\varphi=0$ in the bulk. It decreases into the semiconductor at the rate $d\varphi/dx=-E$. With $E=D/\varepsilon$ and $\varepsilon=\varepsilon_r\varepsilon_0$,

$$\varphi(x)=\int_x^W\frac{eN(W-x')}{\varepsilon}\,dx'=\frac{eN(W-x)^2}{2\varepsilon}.$$

Setting $x=0$ and inserting $W=\sigma/(eN)$ gives

$$\varphi_s=\frac{eNW^2}{2\varepsilon}=\frac{\sigma^2}{2\varepsilon eN}=\frac12\,\frac{\sigma}{\varepsilon}\,W.$$

The last form is the mean field, half the surface field, times the width. The surface field is

$$\frac{\sigma}{\varepsilon}=\frac{0.1\ \mathrm{C/m^2}}{300\times8.854\times10^{-12}\ \mathrm{F/m}}=0.376\ \mathrm{MV/cm},$$

which is 0.0376 V/nm. Therefore

$$e\varphi_s=\tfrac12\times0.0376\times6.24\ \mathrm{eV}\approx0.12\ \mathrm{eV}.$$

The unrounded inputs give 0.1175 eV, the reference value for the corrections below.

**(c) Electron tail and nonlinear permittivity.** The thermal energy is $kT=0.0259$ eV, not negligible beside 0.1175 eV. Let $n(x)$ be the density of mobile electrons. The equations become

$$\frac{dD}{dx}=-e(N-n),\qquad \frac{d\varphi}{dx}=-E(D).$$

Multiply the first by $E$ and replace $-E$ by $d\varphi/dx$:

$$E\frac{dD}{dx}=e(N-n)\frac{d\varphi}{dx}.$$

Integrate from the bulk, where $D=\varphi=0$, to the interface, where $D=\sigma$ and $\varphi=\varphi_s$:

$$\int_0^\sigma E\,dD=eN\varphi_s-e\int_0^{\varphi_s}n\,d\varphi.$$

In equilibrium the Fermi level is flat. The chemical potential measured from the local band edge is therefore $\mu=\mu_{\rm bulk}-e\varphi$, so $d\mu=-e\,d\varphi$. With $dp=n\,d\mu$ for the electron pressure $p$, we have $e\,n\,d\varphi=-dp$, and the last integral equals $p_{\rm bulk}-p_s$. Thus

$$\varphi_s=\frac{1}{eN}\left[\int_0^\sigma E\,dD+p_{\rm bulk}-p_s\right].$$

This holds for electrons treated as a local gas in a continuous donor background.

*Electron tail.* For parabolic bands define

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},\qquad \eta=\frac{\mu}{kT}.$$

Then $n=N_cF_{1/2}(\eta)$, where $N_c$ is the effective density of states. Because $dF_{3/2}/d\eta=F_{1/2}$ and the pressure vanishes for $\eta\to-\infty$, integrating $dp=n\,d\mu$ gives $p=N_ckT\,F_{3/2}(\eta)$. In the neutral bulk $n=N$, so

$$\frac{p_{\rm bulk}}{NkT}=\frac{F_{3/2}(\eta_{\rm bulk})}{F_{1/2}(\eta_{\rm bulk})}.$$

Take three ellipsoidal bands, each with two light masses of $0.7\,m_e$ and one heavy mass of $6\,m_e$. The combined density-of-states mass is $3^{2/3}(0.7^2\times6)^{1/3}m_e=2.98\,m_e$. The bulk Fermi level then lies almost at the band edge, and the pressure ratio is 1.135. The bulk term is $1.135\times0.0259\approx0.029$ eV. The surface density is only about $0.0045N$, so the surface pressure subtracts roughly 0.0001 eV. The bending rises from 0.1175 to 0.147 eV.

Two limits show what the correction means. For a dilute gas $p=NkT$, and with negligible surface pressure the addition is $kT$. For a degenerate gas at zero temperature the energy density is $\frac35NE_F$ and the pressure is two thirds of it, so the addition is $\frac25E_F$. With $E_F=0.0264$ eV this is 0.011 eV. The example at 300 K belongs to neither regime, since $E_F\approx kT$. Its addition of 0.029 eV exceeds both limiting expressions, because thermal motion and the exclusion principle both contribute to the pressure.

*Nonlinearity.* Write $E=D/\varepsilon+\beta D^3$, with a rough coefficient $\beta=7\times10^9\ \mathrm{V\,m^5/C^3}$. Then

$$\int_0^\sigma E\,dD=\frac{\sigma^2}{2\varepsilon}+\frac{\beta\sigma^4}{4}.$$

After division by $eN$, the second term adds

$$\frac{\beta\sigma^4}{4eN}=\frac{7\times10^9\times10^{-4}}{4\times1.602\times10^7}\ \mathrm V=0.011\ \mathrm V.$$

The two corrections add, apart from the slight change in surface pressure. The bending becomes about 0.158 eV, 34% above the depletion value.

Direct numerical integration of Poisson's equation with these electrons gives 0.1467 eV for the linear dielectric and 0.1577 eV for the nonlinear one. Both agree with the pressure relation within $10^{-5}$ eV. When $kT$ is reduced a hundredfold at the same $\eta_{\rm bulk}$, the linear case returns 0.1178 eV, and the density reaches $N/2$ at a depth of 6.20 nm. The sharp-edge formulas are thus recovered. This is a formal limit, in which $E_F$ shrinks together with $kT$. Cooling the same material at fixed $N$, masses and $\varepsilon_r$ keeps the $\frac25E_F$ term, and the bending tends to 0.128 eV. At 300 K the half-density depth is 5.8 nm: $W$ still measures the total missing electron charge, but no longer marks an edge.

**Comparison with a real electrode.** The parameters are rough values for a niobium-doped strontium titanate electrode near room temperature; $\varepsilon_r=300$ is typical of the undoped crystal and is assumed to hold in the doped one. The charge is modest beside the polarization of barium titanate, roughly 25 µC/cm². The result should not be scaled up to such a charge with the linear formula, because the nonlinear term grows as $\sigma^4$. Adding that term does not rescue the extrapolation: with the same $\beta$ the surface field would be about 2 MV/cm, above the rough breakdown field quoted below. Real interfaces also hold charge in traps and defects. If they supply half of $\sigma$, the depletion width halves and the depletion bending falls to a quarter. With mobile electrons at 300 K the fall is smaller: for the linear dielectric the bending drops from 0.147 to 0.055 eV, or to about 37%. Heating matters too: a Curie–Weiss law with a rough characteristic temperature of 35 K lowers $\varepsilon_r$ to $300\times(300-35)/(358-35)=246$ at 358 K. At fixed $\sigma$ and $N$, this raises the depletion bending to 0.143 eV.

**Remaining limits.** The nonlinear surface field, 0.45 MV/cm, is about half of a rough breakdown field of 1 MV/cm, so the margin is not large. The bending is far below the gap of about 3.2 eV, so the valence band stays well below the Fermi level and neither inversion nor interband tunnelling is expected.

The donors are discrete, with a mean spacing $N^{-1/3}=2.15$ nm, so $W$ spans only about three spacings. For independently placed donors in a hemisphere of radius $W$ around an interface point, the potential variance is

$$N\int_0^W\left(\frac{e}{4\pi\varepsilon r}\right)^2 2\pi r^2\,dr=\left(\frac{e}{4\pi\varepsilon}\right)^2 2\pi NW.$$

Its square root corresponds to 9.5 meV, or 8% of the depletion bending. This estimate omits electron screening and image charges, and the hemisphere is an arbitrary cutoff. For an unscreened slab the variance grows logarithmically with lateral radius (14 meV rms at $3W$), while a conducting plane at depth $W$ gives about 7.5 meV. Only the order of magnitude, about 10 meV, is meaningful. The wave nature of the electrons is also left out of the bending. With a hard wall at the interface, a Schrödinger–Poisson solution lowers the linear result only from 0.1467 to 0.1463 eV. For half the charge, where electrons reach the interface, it lowers 0.055 eV to about 0.050 eV.

## Variation 1: half the charge

*Keep $N$, $\varepsilon_r$ and the temperature, but set $\sigma=5\ \mu\mathrm{C/cm^2}$. Are the depletion formulas still useful?*

Since $W\propto\sigma$ and $\varphi_s\propto\sigma^2$, they give $W=3.1$ nm and $e\varphi_s=0.1175/4=0.029$ eV. In the formal sharp-edge limit, with $kT$ reduced a hundredfold at the same $\eta_{\rm bulk}$, numerical integration gives 0.0297 eV and a half-density depth of 3.08 nm, so the scaling is sound there. Real cooling at fixed $N$, masses and $\varepsilon_r$ leaves the $\frac25E_F$ term and gives about 0.040 eV.

At 300 K, however, the predicted bending barely exceeds $kT$. A Boltzmann estimate of the surface density is $Ne^{-0.029/0.0259}\approx0.3N$, which contradicts the assumption of an empty layer. The condition $e\varphi_s\gg kT$ can be written as a condition on the charge:

$$\frac{\sigma^2}{2\varepsilon N}\gg kT\quad\Rightarrow\quad\sigma\gg\sqrt{2\varepsilon NkT}.$$

The right side is $10\sqrt{0.0259/0.1175}\approx4.7\ \mu\mathrm{C/cm^2}$. The width remains a measure of missing charge, but the bending must be found with mobile electrons included. For the linear dielectric the pressure relation of part (c), with the surface pressure retained, gives 0.055 eV, nearly twice the depletion value (about 0.050 eV if the electron waves are made to vanish at the interface).

## Variation 2: through the layer or over it?

*For the original charge and the parabolic barrier of part (b), compare tunnelling at the bulk band edge with thermal activation to the barrier top.*

At the band-edge energy the barrier height is $e\varphi_s(1-x/W)^2$. For mass $m$ along $x$, the semiclassical (WKB) tunnelling factor is $e^{-S}$, with

$$S=\frac{2}{\hbar}\int_0^W\sqrt{2me\varphi_s}\left(1-\frac{x}{W}\right)dx=\frac{W\sqrt{2me\varphi_s}}{\hbar},$$

because the integral of $1-x/W$ is $W/2$. Substituting $W=\sqrt{2\varepsilon\varphi_s/(eN)}$ gives

$$S=\frac{2\varphi_s}{\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{e\varphi_s}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}.$$

For the light mass $E_{00}=0.0128$ eV and $S=9.2$, so the factor is about $10^{-4}$. For the heavy mass $S=27$. The thermal exponent is $0.1175/0.0259=4.5$, with a Boltzmann factor of about $10^{-2}$. Reaching the top is thus about a hundred times more probable, by these exponential factors, than tunnelling at the band edge with the light mass.

This compares two end points. An electron may also climb part of the way and tunnel through the thinner remainder, and for the light mass this route beats both. The product of the Boltzmann and WKB factors peaks at the energy $e\varphi_s/\cosh^2(E_{00}/kT)\approx0.8\,e\varphi_s$. Summed over energy, the flux through the barrier is about 3.5 times the flux over it. The ferroelectric film's own barrier is a further factor. With the corrected bending of 0.158 eV the thermal exponent rises to about 6.1, and for the corrected profile, with its long tail, the light-mass $S$ at the band edge grows to about 19.

## Table of computed values

```
donor density: 1.0e+20 cm^-3
relative permittivity: 300
screened charge: 10.0 uC/cm2
screened charge in electrons: 0.624 per nm2
depletion width W: 6.242 nm
surface field, linear dielectric: 0.376 MV/cm
band bending, depletion formula: 0.1175 eV
sharp-edge numerical bending (kT/100): 0.1178 eV
sharp-edge numerical half-density depth: 6.199 nm
half charge, sharp-edge bending: 0.0297 eV
half charge, sharp-edge depth: 3.078 nm
temperature: 300 K
thermal energy kT: 0.0259 eV
light mass (rough): 0.7 m_e
heavy mass (rough): 6.0 m_e
density-of-states mass, three bands: 2.98 m_e
Fermi energy at zero temperature: 0.0264 eV
chemical potential above band edge, 300 K: 0.0004 eV
bulk electron pressure / (N kT): 1.135
bending with electron tail: 0.1467 eV
increase due to electron tail: 0.0292 eV
half-density depth at 300 K: 5.82 nm
surface electron density / N at 300 K: 0.00449
nonlinear coefficient beta (rough): 7.0e+09 V m^5/C^3
increase due to nonlinearity: 0.0109 eV
surface field with nonlinearity: 0.446 MV/cm
bending with tail and nonlinearity: 0.1577 eV
relative increase over depletion: 34.2 %
tunnelling energy E00, light mass: 0.0128 eV
WKB exponent, light mass: 9.17
WKB exponent, heavy mass: 26.85
thermal exponent bending/kT: 4.54
WKB factor, light mass: 1.04e-04
thermal factor: 1.06e-02
mean donor spacing N^(-1/3): 2.15 nm
rms donor potential energy, formula: 9.51 meV
rms donor potential energy, sampled: 9.39 meV
breakdown field (rough): 1.0 MV/cm
nonlinear surface field / breakdown: 0.45
band gap (rough): 3.2 eV
Curie-Weiss temperature (rough): 35 K
warm device temperature: 358 K
relative permittivity of warm device: 246
depletion bending of warm device: 0.1432 eV
```
